# Exponential Beam-Induced Current at a Perpendicular Junction by Reciprocity, part 1

(Sections cited here and not found follow in the second part.)

## First half: from reciprocity to the current profile

Q: An electron beam strikes a semiconductor some distance from a p-n junction, and a current appears in the external circuit. Before asking how that current depends on the distance, I want to know which problem is being solved.

A: Take a p-type region filling $x>0$, $z>0$, with $y$ unrestricted. The beam enters through the surface $z=0$. The junction is perpendicular to that surface, and the plane $x=0$ is the edge of its depletion layer on the p side. The beam creates electron-hole pairs. The electrons are the minority carriers; they diffuse, and some reach $x=0$, where the junction field sweeps them across. Those electrons make up the electron-beam-induced current, or EBIC.

Let $n(\mathbf r)$ be the excess electron density, meaning the density above its equilibrium value, and let $g(\mathbf r)$ be the number of pairs created per unit volume and time. The material is uniform, with diffusivity $D$ and lifetime $\tau$. There is no electric field outside the depletion layer, so the particle flux is $-D\nabla n$. The excess density is far below the doping, so the recombination rate $n/\tau$ is linear in $n$. In the steady state the divergence of the flux equals generation minus recombination, $-D\nabla^2 n=g-n/\tau$, or

$$D\nabla^2 n-\frac{n}{\tau}+g=0. \tag{1}$$

Q: What happens at the boundaries?

A: The junction is short-circuited, so the electron density at its edge keeps its equilibrium value, and the excess vanishes:

$$n=0\quad\text{at }x=0. \tag{2}$$

At the surface, electrons recombine at the rate $Sn$ per unit area, where $S$ is the surface recombination velocity. Electrons leaving through $z=0$ move towards negative $z$. Their flux in that direction is $+D\,\partial_z n$, so

$$D\,\partial_z n=S\,n\quad\text{at }z=0. \tag{3}$$

The generation volume is bounded, and $n$ and its gradient decay exponentially far from it. By the same sign rule, the electron flux into the junction is $D\,\partial_x n$ at $x=0$. In atomic units the elementary charge is 1, so the magnitude of the current equals the rate of collection:

$$I=\int_{x=0}D\,\partial_x n\;dy\,dz. \tag{4}$$

When numbers are needed, the factor $e$ is restored.

Q: Then you must solve (1) again for every beam position and every shape of the generation volume. That looks laborious for a single number $I$.

A: It can be avoided. Introduce a second function $\varphi(\mathbf r)$ which knows nothing about the beam. It obeys the equation without a source,

$$D\nabla^2\varphi-\frac{\varphi}{\tau}=0, \tag{5}$$

with $\varphi=1$ at $x=0$, the same surface condition $D\,\partial_z\varphi=S\varphi$ at $z=0$, and $\varphi$ bounded. For $S>0$ the conditions on the two planes disagree along the edge where they meet, and $\nabla\varphi$ diverges there, but only logarithmically, so its integrals remain finite. Now combine the two functions. The product rule gives

$$\nabla\cdot(\varphi\nabla n-n\nabla\varphi)=\varphi\nabla^2n-n\nabla^2\varphi,$$

because the two terms $\nabla\varphi\cdot\nabla n$ cancel. Multiply by $D$ and insert (1) and (5):

$$D(\varphi\nabla^2n-n\nabla^2\varphi)=\varphi\left(\frac n\tau-g\right)-n\frac{\varphi}{\tau}=-g\varphi.$$

The lifetime terms have cancelled. Integrate over the semiconductor and apply the divergence theorem, with $\partial_\nu$ the derivative along the outward normal:

$$-\int g\varphi\,dV=\oint D(\varphi\,\partial_\nu n-n\,\partial_\nu\varphi)\,dA. \tag{6}$$

Q: The right side has three pieces. Show me each one, with its sign.

A: At the junction the outward normal points towards negative $x$, so $\partial_\nu=-\partial_x$. With $\varphi=1$ and $n=0$ there, the integrand is $-D\,\partial_xn$, and by (4) this piece equals $-I$.

At the surface $\partial_\nu=-\partial_z$. The integrand is

$$-\varphi D\,\partial_zn+nD\,\partial_z\varphi=-\varphi Sn+nS\varphi=0.$$

The third piece lies on a distant part of a sphere of radius $R$. Its area grows as $R^2$, while $n$ and $\nabla n$ decay exponentially. The function $\varphi$ stays bounded, and so does $\nabla\varphi$ apart from the integrable logarithm at the edge, so this piece tends to zero. Equation (6) becomes $-\int g\varphi\,dV=-I$, or

$$I=\int g(\mathbf r)\,\varphi(\mathbf r)\,dV. \tag{7}$$

This is the reciprocity relation for minority-carrier collection. For a point source of unit rate at $\mathbf r_0$ it gives $I=\varphi(\mathbf r_0)$. Hence $\varphi(\mathbf r_0)$ is the probability that an electron created at $\mathbf r_0$ is collected.

Q: Why call it reciprocity? I see an identity, but no exchange of source and detector.

A: Switch the beam off and apply a small forward bias, which holds the excess density at the junction edge at a constant value $n_e$. The dark excess density obeys (1) with $g=0$, the surface condition (3), and $n=n_e$ at $x=0$. Since the equations are linear, $n_e\varphi$ satisfies all of these conditions. The junction has become the source, and the density it produces at $\mathbf r_0$, divided by $n_e$, equals the fraction of electrons that the junction collects from a source at $\mathbf r_0$. The bias must be small enough to keep the injected density far below the doping.

Q: So far $S$ has been arbitrary. What is $\varphi$ when the surface does not recombine?

A: Define the diffusion length $L=\sqrt{D\tau}$. Dividing (5) by $D$ gives $\nabla^2\varphi=\varphi/L^2$. Try a function of $x$ alone. Then $\varphi''=\varphi/L^2$, whose general solution is $Ae^{-x/L}+Be^{x/L}$. Boundedness requires $B=0$, and $\varphi=1$ at $x=0$ requires $A=1$:

$$\varphi(x,y,z)=e^{-x/L}. \tag{8}$$

The surface condition still has to be checked. The left side, $D\,\partial_z\varphi$, is zero because (8) does not depend on $z$. The right side, $S\varphi$, is zero because $S=0$. All conditions hold.

This is where the perpendicular geometry enters. The gradient of (8) runs parallel to the surface, so a surface that passes no flux leaves the one-dimensional solution undisturbed at every depth.

Q: You guessed a function of $x$ alone. Perhaps another bounded solution depends on $z$ as well, and nature chooses that one.

A: For the current it would make no difference. The derivation of (7) used only the conditions on $\varphi$, so any function that meets them gives the correct $I$. For the statement about the dark density, uniqueness does matter, and it can be proved.

Let $w$ be the difference of two bounded solutions with $S=0$. Then $\nabla^2w=w/L^2$, with $w=0$ at $x=0$ and $\partial_zw=0$ at $z=0$. Extend $w$ to all space, as an odd function of $x$ and an even function of $z$. The extension has no jump in value or slope at either plane, so it obeys the same equation everywhere.

Let $A(R)$ be the average of $w$ over a sphere of radius $R$ about any point $\mathbf r_0$. Averaging over directions leaves the radial part of the Laplacian:

$$A''+\frac2RA'=\frac{A}{L^2}.$$

Set $B=RA$. Then $B'=A+RA'$ and $B''=2A'+RA''=RA/L^2=B/L^2$. At $R=0$ we have $B=0$ and $B'=A(0)=w(\mathbf r_0)$, so $B=w(\mathbf r_0)\,L\sinh(R/L)$, and therefore

$$A(R)=w(\mathbf r_0)\,\frac{\sinh(R/L)}{R/L}. \tag{9}$$

If $|w|\le C$ everywhere, then $|A|\le C$ too, and

$$|w(\mathbf r_0)|\le C\,\frac{R/L}{\sinh(R/L)}.$$

The right side tends to zero as $R\to\infty$, so $w(\mathbf r_0)=0$. The two solutions coincide.

Q: I still have a physical objection. Electrons from a point spread in three dimensions, and their density contains a factor $1/r$. Where has that factor gone?

A: It is present in the density and disappears from the total flux, because the junction catches electrons over its whole plane. Direct calculation shows this without using $\varphi$.

Put a source of unit rate at $(x_0,0,z_0)$. In unbounded material the density is $f(r)=e^{-r/L}/(4\pi Dr)$, with $r$ the distance from the source. A reflecting surface adds an equal source at $-z_0$. The condition $n=0$ at the junction adds negative images of both at $-x_0$.

Consider first the source and its own negative image. The derivative of $f$ is

$$f'(r)=-\frac{(1+r/L)\,e^{-r/L}}{4\pi Dr^2}.$$

At $x=0$ the distance from the source changes with $x$ at the rate $\partial_xr=-x_0/r$, and the distance from the image at the rate $+x_0/r$. The image carries a minus sign, so the two contributions to $\partial_xn$ are equal and add. The flux density is

$$D\,\partial_xn=\frac{x_0(1+r/L)\,e^{-r/L}}{2\pi r^3}.$$

The pair at $-z_0$ gives the mirror image of this pattern. Integrating both pairs over the half-plane $z>0$ is therefore the same as integrating one pair over the whole plane. With $\rho$ the distance in that plane from the foot of the perpendicular, $r^2=x_0^2+\rho^2$ and $\rho\,d\rho=r\,dr$. The area element $2\pi\rho\,d\rho$ becomes $2\pi r\,dr$, and

$$I=x_0\int_{x_0}^{\infty}\frac{(1+r/L)\,e^{-r/L}}{r^2}\,dr
=x_0\left[-\frac{e^{-r/L}}{r}\right]_{x_0}^{\infty}=e^{-x_0/L}.$$

The depth $z_0$ has dropped out, in agreement with (8). As a numerical test, the density of the source and its three images was differentiated by finite differences and integrated over the half-plane for $(x_0,z_0)=(0.8L,0.3L)$ and $(1.5L,1.0L)$. The larger relative difference from $e^{-x_0/L}$ was $1.7\times10^{-9}$.

Q: A beam does not create a point source. It creates a cloud several micrometres across. Does the exponential survive the averaging?

A: Let the beam position be $x_b$, and let the cloud keep its shape as the beam moves. Write $g(x,y,z)=g_0(\xi,y,z)$ with $\xi=x-x_b$, and let $I_G=\int g_0\,dV$ be the total generation rate, which is a current in these units. Insert (8) into (7):

$$I(x_b)=\int g_0\,e^{-(x_b+\xi)/L}\,dV=e^{-x_b/L}\int g_0\,e^{-\xi/L}\,dV.$$

The remaining integral does not contain $x_b$. Thus

$$I(x_b)=I_G\,M\,e^{-x_b/L},\qquad M=\frac{\int g_0\,e^{-\xi/L}\,dV}{\int g_0\,dV}. \tag{10}$$

The current is exactly exponential in the beam position, and the slope of $\ln I$ is $-1/L$ whatever the shape of the cloud. The shape changes the amplitude alone.

There is one condition. The whole cloud must lie in $x>0$, because $\varphi=e^{-x/L}$ holds only there. A cloud whose tails reach across the junction does not strictly satisfy (10), and the error then depends on how much of it lies beyond.

Q: Give me $M$ for a definite shape, so that I can judge its size.

A: Take a uniform hemisphere of radius $a$, centred where the beam enters. The plane at $\xi$ cuts it in a half-disc of area $\pi(a^2-\xi^2)/2$, and its volume is $2\pi a^3/3$. The fraction of the generation per unit $\xi$ is the ratio of the two,

$$p(\xi)=\frac{3(a^2-\xi^2)}{4a^3}. \tag{11}$$

Since $p$ is even, only the even part of $e^{-\xi/L}$ contributes to $M$, and that part is $\cosh(\xi/L)$. With $t=\xi/a$ and $u=a/L$,

$$M=\frac32\int_0^1(1-t^2)\cosh(ut)\,dt.$$

Integrate by parts. The boundary term $(1-t^2)\sinh(ut)/u$ vanishes at both ends, which leaves

$$M=\frac3u\int_0^1t\sinh(ut)\,dt=\frac3u\left(\frac{\cosh u}{u}-\frac{\sinh u}{u^2}\right)=\frac{3(u\cosh u-\sinh u)}{u^3}. \tag{12}$$

For small $u$ the bracket $u\cosh u-\sinh u$ is $u^3/3+u^5/30+\dots$, so $M\approx1+u^2/10$. The factor exceeds 1 because the exponential is convex: the near half of the cloud gains more than the far half loses.

Q: Has the complete law been compared with a solution that does not assume it?

A: Yes. Equation (1), integrated over $y$, was solved on a grid for a hemisphere with $a=0.5L$ at $x_b=L$, $2L$ and $3L$, and the flux into the junction was summed. The largest relative difference from (10) with (12) was $1.3\times10^{-4}$. Refining the grid step from $0.10L$ to $0.05L$ changed the result by at most $4.2\times10^{-4}$. For this cloud $M-1$ is about 0.025, so the comparison tests the amplitude as well as the decay.

## Second half: a silicon example and the limits of the law

The symbols carried over are these. The p-type region fills $x>0$, $z>0$; the junction edge is $x=0$ and the beam enters at $z=0$. The excess electron density is $n$, the generation rate per volume $g$, the diffusivity $D$, the lifetime $\tau$, the diffusion length $L=\sqrt{D\tau}$ and the surface recombination velocity $S$. The current is $I=\int g\varphi\,dV$, where the collection probability $\varphi$ obeys $\nabla^2\varphi=\varphi/L^2$, equals 1 at the junction, satisfies $D\,\partial_z\varphi=S\varphi$ at the surface and is bounded. For $S=0$, $\varphi=e^{-x/L}$ and $I=I_GMe^{-x_b/L}$, with $I_G$ the generation current and $x_b$ the beam position. For a uniform hemisphere of radius $a$, $M\approx1+(a/L)^2/10$ when $a\ll L$.

Q: Put numbers in. What current should I expect in silicon?

A: Take rough values for electrons in moderately doped p-type silicon at 300 K: mobility 1100 cm²/Vs, lifetime 1 µs and acceptor density $10^{16}$ cm⁻³. The thermal voltage is 25.85 mV, and the Einstein relation gives

$$D=1100\times0.02585=28.44\ \text{cm}^2/\text{s}.$$

Then $L=\sqrt{28.44\times10^{-6}}$ cm, which is 53.33 µm.

The beam has 20 keV and 10 pA. About a tenth of its energy is taken to leave by backscattering, and each pair costs about 3.6 eV. One beam electron therefore makes $20000\times0.9/3.6=5000$ pairs, and $I_G=5000\times10$ pA, which is 50.00 nA. For a hemisphere of radius 4 µm, $a/L=0.0750$ and $M=1.00056$. At 50 µm

$$I=50.00\times1.00056\times e^{-50/53.33}=19.59\ \text{nA}.$$

At 25, 100 and 150 µm the law gives 31.3, 7.67 and 3.00 nA.

For a junction perpendicular to a surface without recombination, the current falls exactly as $e^{-x_b/L}$ as long as the whole generation cloud lies in $x>0$, and the shape of the cloud changes only the amplitude. It remains to see how far this law can be extrapolated towards the junction, and how surface recombination, imperfect collection, nearby contacts, the injection level and series resistance affect it.
